# Depth profile of a buried delta layer through a sputter-mixed zone

## Problem

A thin layer of tracer atoms, with $N$ atoms per unit area, lies at depth $z_0$ in a uniform host. An ion beam erodes the surface while the tracer atoms leaving it are counted. Let $z$ be the thickness of host already removed. The beam also stirs the material beneath the surface, and in the simplest description it keeps a zone of constant thickness $w$, extending from $z$ to $z+w$, completely mixed.

(a) For $z_0>w$, show that the signal starts when $z=z_0-w$, a distance $w$ early, and then decays exponentially with length $w$. Find its area, centroid and standard deviation.

(b) What changes if $z_0<w$?

(c) What changes if a tracer atom is sputtered $r$ times as readily as a host atom?

(d) Replace complete mixing by diffusion at a finite rate within the zone. Find the decay length and the centroid.

(e) Evaluate the profile for a germanium layer in silicon, with $N=10^{13}\ \mathrm{cm^{-2}}$ and $z_0=50$ nm, under a 3 keV argon beam. Take $w=4$ nm, a yield of $Y=1$ host atom per ion, and 100 nA spread over a square of side 200 µm. Estimate how far the neglected effects move the result.

## Solution

### Assumptions

The tracer is dilute, so it affects neither the erosion rate nor the atomic density $n$ of the host. Except in part (c), tracer and host atoms are sputtered in proportion to their surface concentrations. Material below the zone is undisturbed. In part (a) the zone has reached its full thickness before its lower edge meets the layer.

With ion current density $j$ and elementary charge $e$, $j/e$ ions arrive per unit area and time. Each removes $Y$ host atoms, so the surface recedes at

$$v=\frac{Yj}{en},\qquad z=vt. \tag{1}$$

The number of tracer atoms leaving per unit area and time is $v$ times their concentration at the surface. At constant $v$ and constant detection efficiency, the count rate is therefore proportional to that concentration. I call the concentration the signal, $S(z)$.

### (a) The completely mixed zone

Let $c(z)$ be the tracer concentration in the zone, which is the same at every depth inside it. The zone holds $wc$ tracer atoms per unit area. While the surface recedes by $dz$, two things happen:

- a slice of thickness $dz$ leaves at the top and carries away $c\,dz$;
- a slice of thickness $dz$ is taken in at the bottom and brings $c_b(z+w)\,dz$, where $c_b$ is the original tracer profile.

The balance is

$$w\frac{dc}{dz}=c_b(z+w)-c(z). \tag{2}$$

For the thin layer, $c_b(z+w)=N\,\delta(z+w-z_0)$. The source acts at $z=z_0-w$, when the lower edge of the zone touches the layer. Before that the zone holds no tracer, and $S=0$.

Integrate (2) over a small interval of half-width $\epsilon$ around $z_0-w$:

$$w\left[c(z_0-w+\epsilon)-c(z_0-w-\epsilon)\right]=N-\int_{z_0-w-\epsilon}^{z_0-w+\epsilon}c\,dz .$$

The concentration is finite, so the last integral vanishes as $\epsilon\to0$. The earlier concentration is zero, and $c$ jumps to $N/w$. All the layer's atoms have been spread over the thickness $w$, and some of them are already at the surface.

After the jump nothing more enters, and (2) becomes $dc/dz=-c/w$. Its solution with the starting value $N/w$ is

$$S(z)=\frac{N}{w}\exp\left(-\frac{z-z_0+w}{w}\right),\qquad z>z_0-w. \tag{3}$$

This is the required result. The same $w$ appears twice for different reasons. The early start measures how far the beam reaches below the surface. The decay length is the zone's content divided by the loss per unit eroded depth, $wc/c=w$.

For the moments, put $u=z-z_0+w$. Then

$$\int_0^\infty\frac{N}{w}e^{-u/w}du=N,\qquad \langle u\rangle=\int_0^\infty\frac{u}{w}e^{-u/w}du=w,\qquad \langle u^2\rangle=2w^2 .$$

The area is $N$, so every tracer atom eventually leaves the surface. The centroid is

$$\langle z\rangle=(z_0-w)+w=z_0, \tag{4}$$

and the variance is $2w^2-w^2=w^2$. The peak is early by $w$, but the long tail restores the mean to the true depth. By the time the surface reaches $z_0$, a fraction $1-e^{-1}=0.632$ of the tracer has already left.

A Monte Carlo calculation tests this without using (2). Each of 20000 columns has a zone of 200 atoms. At every step one zone atom, chosen at random, is removed, and the next atom from below takes its place. The single tracer atom has index 600, counted from zero at the surface. It is fed in at step 401, so it can leave from step 402 onward. The earliest exit was at step 402. The mean was 601.2 and the standard deviation 199.6, against expected values of about 601 and 200. The fraction out by the layer's depth was 0.635.

### (b) A layer shallower than the zone

If $z_0<w$, the layer lies inside the zone from the start. Suppose that the zone is mixed before appreciable erosion has occurred. Then $c(0)=N/w$, nothing enters later, and

$$S(z)=\frac{N}{w}e^{-z/w},\qquad z>0. \tag{5}$$

The signal starts only $z_0$ early, because it cannot start before the sputtering does. Its centroid is $w$, whatever the value of $z_0$, so under complete mixing the profile no longer tells where the layer was. With the finite mixing rate of part (d) the centroid still lies deeper than $z_0$ but depends on it: for $p=1.5$ it is about $0.70\,w$ when $z_0=w/4$ and $0.85\,w$ when $z_0=w/2$. At $z_0=w$, (3) and (5) agree. In the Monte Carlo calculation a tracer of index 80 gave a first exit at step 1 and a mean of 201.0, consistent with the zone size of 200.

### (c) Unequal sputtering

Let each tracer atom in the zone leave $r$ times as readily as a host atom. The host still fixes the erosion rate, because the tracer is dilute. After the layer has been taken in,

$$w\frac{dc}{dz}=-rc,\qquad c=\frac{N}{w}\exp\left[-\frac{r(z-z_0+w)}{w}\right]. \tag{6}$$

The onset is unchanged, and the decay length becomes $w/r$. The mean of an exponential, measured from its start, is its decay length, so

$$\langle z\rangle=z_0-w+\frac{w}{r}. \tag{7}$$

A tracer that is harder to remove ($r<1$) lingers, and its centroid lies too deep. For $r=0.8$ and a zone of 200 atoms, the predicted decay length is 250 atoms and the predicted mean about 650. The Monte Carlo calculation gave a standard deviation of 249.0 and a mean of 650.3.

### (d) Mixing at a finite rate

Let $x$ be the depth below the moving surface, $0<x<w$, and let $D$ be the diffusivity in the zone. Seen from the surface, material drifts toward it at speed $v$. The tracer current toward the surface is

$$J=vc+D\frac{\partial c}{\partial x},\qquad \frac{\partial c}{\partial t}=\frac{\partial J}{\partial x}.$$

The diffusive term is positive because a concentration that rises with depth drives atoms upward. Sputtering removes $vc(0)$, so $J(0)=vc(0)$ and $\partial c/\partial x=0$ at the surface. Once the layer has entered, nothing comes from below, so $J(w)=0$.

Measure depth as $\xi=x/w$ and time as $\tau=vt/w$, and define $p=vw/D$. Up to a factor of order one, $p$ compares the time needed to diffuse across the zone, $w^2/D$, with the time needed to erode it, $w/v$. Then

$$\frac{\partial c}{\partial\tau}=\frac1p\frac{\partial^2c}{\partial\xi^2}+\frac{\partial c}{\partial\xi},\qquad c'(0)=0,\qquad c'(1)=-p\,c(1). \tag{8}$$

**Decay length.** At late times the slowest mode, $c=e^{-\mu\tau}f(\xi)$, remains. It obeys $f''+pf'+p\mu f=0$. The trial form $e^{k\xi}$ gives $k=-p/2\pm iq$ with $q^2=p\mu-p^2/4$. The condition $f'(0)=0$ selects

$$f=e^{-p\xi/2}\left(\cos q\xi+\frac{p}{2q}\sin q\xi\right),\qquad f'=-e^{-p\xi/2}\left(q+\frac{p^2}{4q}\right)\sin q\xi .$$

Inserting these in $f'(1)+pf(1)=0$ and dividing by $e^{-p/2}$ gives

$$-\left(q+\frac{p^2}{4q}\right)\sin q+p\cos q+\frac{p^2}{2q}\sin q=0,$$

and therefore

$$p\cos q=\left(q-\frac{p^2}{4q}\right)\sin q,\qquad \mu=\frac{q^2}{p}+\frac p4 . \tag{9}$$

The left side minus the right side is $p+p^2/4>0$ as $q\to0$ and $-p<0$ at $q=\pi$. A root therefore lies between 0 and $\pi$, and the smallest root gives the slowest decay. An imaginary $q=i\kappa$ would require $p\cosh\kappa=-(\kappa+p^2/4\kappa)\sinh\kappa$, which is impossible because the two sides have opposite signs. The decay length is $w/\mu$.

For fast mixing, write $f=1+pf_1$ to first order in $p$. At leading order the mode equation is $f_1''+\mu=0$, with $f_1'(0)=0$ and $f_1'(1)=-1$. Hence $\mu=1$ and $f_1=-\xi^2/2$. The next correction follows from the balance of the whole zone, in which the content falls at the rate of surface loss: $\mu\int_0^1f\,d\xi=f(0)$. Thus

$$\frac{w}{\mu}=w\,\frac{\int_0^1f\,d\xi}{f(0)}\simeq w\left(1-\frac p6\right). \tag{10}$$

Slower mixing shortens the tail. Since $f'<0$ inside the zone, the remaining tracer is richest at the surface, where it is removed. In the opposite limit, (9) gives $\mu>p/4$, so the decay length is below $4w/p=4D/v$ and vanishes as mixing ceases. A direct numerical solution of (8) at $p=0.05$ gave a length of $0.9917\,w$, in agreement with (10).

**Centroid.** Equation (4) survives finite mixing. Let $G(s)$ be the fraction of tracer still in the zone after a further depth $s$ has been eroded since its entry at the base. The fraction leaving between $s$ and $s+ds$ is $-G'(s)\,ds$. All tracer leaves eventually, and an integration by parts gives the mean depth eroded during its stay:

$$\bar s=\int_0^\infty s\,[-G'(s)]\,ds=\int_0^\infty G(s)\,ds .$$

Now imagine a host with uniform tracer concentration $c_0$ below the zone. It feeds in $c_0\,ds$ per depth $ds$, so after long erosion the zone contains $c_0\int_0^\infty G\,ds=c_0\bar s$. Mixing leaves a uniform tracer uniform, so this content must also be $c_0w$. Hence $\bar s=w$. A layer that enters at $z_0-w$ leaves on average at $z_0$.

The argument requires a zone of fixed thickness, linear mixing that preserves uniformity, and $r=1$. It does not require $D$ to be constant across the zone.

### (e) Germanium in silicon

**The ideal profile.** The values $w=4$ nm and $Y=1$ are assumed round figures. A yield near 1 belongs to normal incidence, where the projected range of 3 keV argon in silicon is about 6 nm, so the stirred zone may well be thicker than 4 nm. The current density is

$$j=\frac{100\ \mathrm{nA}}{(0.020\ \mathrm{cm})^2}=250\ \mathrm{\mu A/cm^2},$$

which corresponds to $1.560\times10^{15}$ ions $\mathrm{cm^{-2}\,s^{-1}}$. With $n=4.994\times10^{22}\ \mathrm{cm^{-3}}$, (1) gives

$$v=\frac{1\times1.560\times10^{15}}{4.994\times10^{22}}\ \mathrm{cm/s}=0.31\ \mathrm{nm/s}.$$

The signal starts at $50-4=46$ nm, after 147 s and a fluence of $2.3\times10^{17}$ ions $\mathrm{cm^{-2}}$. The surface reaches the layer's depth at 160 s. The peak is

$$\frac Nw=\frac{10^{13}\ \mathrm{cm^{-2}}}{4\times10^{-7}\ \mathrm{cm}}=2.5\times10^{19}\ \mathrm{cm^{-3}},$$

an atomic fraction of $5\times10^{-4}$, so the tracer is indeed dilute within the zone. At 50 nm the signal has fallen to $9.2\times10^{18}\ \mathrm{cm^{-3}}$. A thousandfold fall takes $w\ln1000=27.6$ nm after the onset. A second, weaker layer within that distance below the first would have to be found on top of this tail.

**Is the mixing complete?** Suppose that each ion causes $\nu$ atomic displacements of root-mean-square length $R$ in random directions, shared among the $nw$ atoms per unit area of the zone. Per unit fluence an atom is displaced $\nu/(nw)$ times. Each displacement adds $R^2/3$ to its mean square shift along the depth, and diffusion adds $2D$ per unit time. Therefore

$$\frac{D}{j/e}=\frac{\nu R^2}{6nw},\qquad p=\frac{vw}{D}=\frac{Yw}{n}\,\frac{6nw}{\nu R^2}=\frac{6Yw^2}{\nu R^2}. \tag{11}$$

For $\nu$, I use the usual displacement-count estimate $0.8E_{\rm dam}/(2E_d)$. Roughly 0.8 of the ion energy is taken to go into displacements, and $E_d=15$ eV is taken as the energy needed for one. This gives

$$\nu=\frac{0.8\times0.8\times3000}{2\times15}=64,\qquad p=\frac{6\times1\times4^2}{64\times1^2}=1.5\quad\text{for }R=1\ \mathrm{nm}.$$

Since $p$ is not small, complete mixing is an idealization here. Equation (9) gives a decay length of $0.79\,w=3.2$ nm, while the first-order law (10) would give $0.75\,w$. The numerical solution of (8) shows a rounded peak at 47.4 nm with height $0.90\,N/w$. The sharp edge is lost because tracer needs time to cross the zone. The centroid remains at 50.0 nm. It also does so when $D$ falls linearly from 1.8 to 0.2 times its mean value between surface and base, although the decay length then becomes 3.1 nm. The estimate of $p$ is itself crude, since $R$ is a quarter of $w$ and diffusion is only a rough picture of such long steps. It also grows as $w^2$: a zone of 8 nm would give $p=6$ and, from (9), a decay length of $0.46\,w=3.7$ nm, so a measured decay length need not equal the zone thickness.

**Blur.** Surface roughness, an uneven crater floor and the layer's own width smear the profile. Represent them by a Gaussian of standard deviation $\sigma$. With $u=z-z_0+w$,

$$S_\sigma=\frac Nw\int_0^\infty e^{-s/w}\,\frac{e^{-(u-s)^2/2\sigma^2}}{\sqrt{2\pi}\,\sigma}\,ds .$$

Completing the square in the exponent gives

$$-\frac sw-\frac{(u-s)^2}{2\sigma^2}=-\frac{(s-u+\sigma^2/w)^2}{2\sigma^2}-\frac uw+\frac{\sigma^2}{2w^2},$$

and the remaining Gaussian integral yields

$$S_\sigma=\frac{N}{2w}\exp\left(\frac{\sigma^2}{2w^2}-\frac uw\right)\mathrm{erfc}\left[\frac{1}{\sqrt2}\left(\frac\sigma w-\frac u\sigma\right)\right]. \tag{12}$$

Far behind the peak the error function factor tends to 2. The tail keeps its length and is raised by $e^{\sigma^2/2w^2}$. For a rough $\sigma=1$ nm this factor is only 1.03, but the peak moves to 47.4 nm and drops to $0.64\,N/w$. The centroid is unchanged because the Gaussian has zero mean. The variances add, giving a standard deviation of $\sqrt{4^2+1^2}=4.1$ nm.

**Expected departures from the ideal profile.** No measured profile is used here; these are estimates from the model. The following changes are each relative to the ideal profile, with the other settings held fixed.

- Finite mixing shortens the 4 nm tail by about 21%.
- Unequal sputtering with an assumed $r=0.8$ lengthens it by 25%, to 5.0 nm, and moves the centroid to 51.0 nm.
- Beam atoms retained at an assumed fraction of 0.05 take up room in the zone. It then holds host material from an original thickness of only $0.95\,w=3.8$ nm, which replaces $w$ in both the early start and the decay.

Diffusion enhanced by beam damage and changes in ionization probability are not included. A reactive beam, such as oxygen, can alter the composition and volume of the zone far more, and the small correction for retained atoms should not be carried over to it.

These numbers also show how to read a measured profile. In the ideal case the layer's depth is the peak position plus the decay length, $46+4=50$ nm. With finite mixing the same rule gives $47.4+3.2=50.6$ nm, and with blur $47.4+4.0=51.4$ nm. The centroid stays at 50 nm in both cases, provided that the tail is recorded far enough and the background is removed. It fails when the layer is shallower than the zone, and also when $r\neq1$. The shift is then $w(1/r-1)$ for complete mixing, as in (7), and smaller in size when mixing is slower: for constant $D$, the steady-feed argument of part (d) with $J(0)=rvc(0)$ multiplies it by $(1-e^{-p})/p$, which is 0.52 at $p=1.5$. The rule also fails if the cascade moves the tracer in a preferred direction relative to the host, because a uniform tracer then does not stay uniform; an inward drift of $0.2\,v$ at $p=1.5$ moves the centroid to 50.4 nm. In a real crater it further presumes that the erosion rate is known over the whole depth. The full set of values is in the numerical output below.

## Calculated quantities

```
INPUTS (rough typical values)
layer areal density N = 1.0e+13 cm^-2
layer depth z0 = 50.0 nm, mixed zone w = 4.0 nm
ion energy = 3.0 keV, yield Y = 1.0 atoms/ion
beam current = 100 nA, raster side = 200 um
silicon atom density n = 4.994e+22 cm^-3
IDEAL PROFILE
current density = 250 uA/cm^2
ion flux = 1.560e+15 cm^-2 s^-1
erosion rate v = 0.3125 nm/s
onset and peak depth = 46.0 nm, time = 147 s
time to erode to z0 = 160 s
ion fluence at onset = 2.30e+17 cm^-2
peak concentration N/w = 2.50e+19 cm^-3
peak atomic fraction = 5.0e-04
signal at z0 = 9.20e+18 cm^-3
signal at z0 + w = 3.38e+18 cm^-3
centroid = 50.00 nm, standard deviation = 4.00 nm
depth for thousandfold fall = 27.6 nm after onset
ATOM-BY-ATOM MONTE CARLO (unit: atoms removed per column)
columns = 20000, zone = 200 atoms, tracer index = 600
first exit = 402, mean = 601.2, std = 199.6
fraction out by layer depth = 0.635 (theory 0.632)
with r = 0.8: mean = 650.3, std = 249.0
shallow tracer index 80: first exit = 1, mean = 201.0
NEGLECTED: FINITE MIXING RATE
damage share = 0.8, E_d = 15 eV, R = 1.0 nm
displacements per ion = 64
D per unit ion flux = 0.0534 nm^4
mixing parameter p = 1.50 (dimensionless)
decay length = 0.793 w = 3.17 nm
small-p law 1 - p/6 at this p = 0.750 w
check at p = 0.05: length = 0.9917 w, law = 0.9917 w
peak depth = 47.4 nm, height = 0.90 N/w
centroid = 50.00 nm
uneven D (1.8 to 0.2 of mean): centroid = 50.00 nm, length = 3.07 nm
NEGLECTED: OTHER EFFECTS, EACH ALONE
unequal sputtering r = 0.8: length = 5.00 nm, centroid = 51.00 nm
blur sigma = 1.0 nm: peak depth = 47.36 nm, height = 0.64 N/w
blur: tail raised by factor 1.032, total std = 4.12 nm
retained beam atoms, fraction 0.05: host-equivalent w = 3.80 nm
```
